Why equal alpha and beta counts do not make a singlet

**Q:** I have a Slater determinant with as many alpha electrons as beta electrons. Every up spin is cancelled by a down spin, so the total spin is zero and the state is a singlet. I see nothing left to prove.

**A:** What cancels is the z component. Let Nα and Nβ be the numbers of alpha and beta electrons, and measure spin in units of ħ. Each alpha electron contributes +1/2 to S_z and each beta electron −1/2, so the determinant D satisfies

S_z D = M D, M = (Nα − Nβ)/2.

Equal counts give M = 0. A singlet has to satisfy a different condition, S²D = 0, where S² = S_x² + S_y² + S_z². You have said nothing yet about S_x and S_y.

**Q:** If the z component is zero, what could the others be doing?

**A:** Look at two spins. These two functions both have one spin up and one down:

(αβ − βα)/√2 and (αβ + βα)/√2.

The first has S = 0. The second is the middle member of a triplet: it is what you get, after normalization, by lowering αα once. It has S = 1, M = 0 and S² = S(S + 1) = 2. Its spin has no z component, but the mean squares of its x and y components add up to 2. So M = 0 is necessary for a singlet and not sufficient.

**Q:** Then which one is my determinant? It must have some definite S² that I can work out.

**A:** It has a definite mean value of S². Whether it has a definite value is a separate question. For the mean, use the raising and lowering operators S₊ = S_x + iS_y and S₋ = S_x − iS_y. Multiply them out, keeping the order:

S₋S₊ = S_x² + S_y² + i(S_xS_y − S_yS_x).

The commutator is S_xS_y − S_yS_x = iS_z, and i·i = −1, so

S₋S₊ = S_x² + S_y² − S_z.

Solve for S_x² + S_y² and add S_z²:

S² = S₋S₊ + S_z² + S_z.

Now take the mean in the normalized state D. Since S₋ is the adjoint of S₊, the first term gives the squared norm of S₊D:

⟨S²⟩ = ‖S₊D‖² + M² + M.

**Q:** And how does S₊ act on a determinant?

**A:** It is a sum of one-electron operators, each turning β into α and giving zero on α. A determinant is a signed sum of products in which each spin orbital appears once. Acting on one electron at a time therefore means changing one column at a time:

S₊D = Σ_j D_j,

where D_j is D with the beta electron in its j-th beta orbital turned into an alpha electron in the same spatial orbital. There is one term for each beta electron.

Let the occupied alpha orbitals be φ_i and the occupied beta orbitals χ_j. Each set is orthonormal, but I do not yet assume any relation between the two sets.

Different terms are orthogonal. For j ≠ k, D_j still contains χ_k with spin β. That spin orbital is orthogonal to everything in D_k: to the alpha ones by spin, and to the remaining beta ones because the χ's are orthonormal. The overlap of two determinants is the determinant of the overlaps of their spin orbitals. Here that matrix has a row of zeros, so the overlap vanishes.

**Q:** So each term has norm one and the sum is Nβ?

**A:** Not in general, because of the Pauli principle. The new alpha electron wants to enter χ_j, but part of χ_j may already be taken. Split it:

χ_j = Σ_i φ_i ⟨φ_i|χ_j⟩ + χ_j′,

with χ_j′ orthogonal to all the φ_i. Each piece proportional to a φ_i gives a determinant with two equal columns, which is zero. What survives is χ_j′, which is orthogonal to the other alpha orbitals, so

‖D_j‖² = ‖χ_j′‖² = 1 − Σ_i |⟨φ_i|χ_j⟩|².

Add the Nβ terms:

‖S₊D‖² = Nβ − Σ_ij |⟨φ_i|χ_j⟩|².

With N = Nα + Nβ,

M + Nβ = (Nα − Nβ)/2 + Nβ = N/2,

and the mean becomes

⟨S²⟩ = M² + N/2 − Σ_ij |⟨φ_i|χ_j⟩|².

**Q:** My orbitals are simpler than that. I use one set of spatial orbitals for both spins.

**A:** Then they are restricted orbitals: both the φ's and the χ's are picked from one orthonormal set. Each overlap is 1 if the two orbitals are the same and 0 otherwise, so the double sum counts the doubly occupied orbitals. Call their number d, and let n be the number of singly occupied orbitals, the open shells. Counting electrons gives N = 2d + n, hence

N/2 − d = (2d + n)/2 − d = n/2,

and therefore

⟨S²⟩ = M² + n/2.

For equal counts, M = 0 and ⟨S²⟩ = n/2. Closed pairs contribute nothing. Each open shell contributes 1/2, whichever way its spin points.

**Q:** Why 1/2 for each?

**A:** A single spin one-half has s_x² = s_y² = 1/4, whatever its state. Two electrons in different open shells of a determinant have no correlation between their x components, nor between their y components. The transverse squares therefore just add, giving 1/4 + 1/4 per open shell. In a closed pair the two spins are locked into αβ − βα, and the transverse components cancel as well as the z components. Your picture of cancelling spins is correct for a closed pair. It fails for an up spin in one orbital and a down spin in another.

**Q:** So when is a determinant with M = 0 a singlet after all?

**A:** When the mean is zero. To see that this is enough, write

⟨S²⟩ = ‖S_xD‖² + ‖S_yD‖² + ‖S_zD‖².

No term is negative, so if the sum is zero each vector is zero, and then S²D = 0. Conversely, a singlet has mean zero. With restricted orbitals and M = 0, the mean n/2 vanishes if and only if n = 0. The determinant is a singlet if every occupied orbital is doubly occupied, and otherwise it is not.

**Q:** Suppose n = 2. The formula gives ⟨S²⟩ = 1. But S(S + 1) is 0, 2, 6 and so on for an even number of electrons. Which S gives 1?

**A:** None does, so the determinant is not an eigenfunction of S². It is a superposition. We can find its parts by applying S² itself instead of taking a mean.

Let a open shells hold an alpha electron and b hold a beta electron, so n = a + b. The closed pairs cancel in M, which leaves M = (a − b)/2. Apply S₊ first. Raising the beta electron of a closed pair gives two equal columns, hence zero. Raising the beta electron in open shell q gives a determinant D_q, and there are b of these.

Now apply S₋ to D_q. Closed pairs again give zero. Lowering q itself restores D. Lowering one of the a original alpha open shells, p, gives a determinant D_pq, in which p and q have exchanged their spins while every orbital kept its column. Nothing has been reordered, so there is no minus sign. Summing over q,

S₋S₊D = b D + Σ_pq D_pq.

Add (M² + M)D, and use M + b = (a − b)/2 + b = n/2:

S²D = (M² + n/2) D + Σ_pq D_pq.

The first coefficient is the mean we already had. The rest of the expression takes you out of D.

**Q:** For n = 2 that leaves one extra determinant.

**A:** Yes. Call the open orbitals 1 and 2, and let D₁ have 1α 2β and D₂ have 1β 2α, with any closed pairs the same in both. Then

S²D₁ = D₁ + D₂,
S²D₂ = D₂ + D₁.

Add and subtract:

S²(D₁ + D₂) = 2(D₁ + D₂),
S²(D₁ − D₂) = 0.

So the normalized triplet and singlet are

T = (D₁ + D₂)/√2, Σ = (D₁ − D₂)/√2,

and adding them gives

D₁ = (T + Σ)/√2.

Your determinant is half singlet and half triplet. A measurement of S² on it would give 0 or 2, each with probability 1/2, and the mean is 1. The open-shell singlet exists, but it takes two determinants to write it.

**Q:** Then I have a practical test. I compute ⟨S²⟩, and if it equals some S(S + 1), the state has that spin.

**A:** That test works when the mean has the lowest value allowed for the given M. A state with S_z = M contains only spins S ≥ |M|, so its mean is at least |M|(|M| + 1), and it equals that value only if the state is pure with S = |M|. For M = 0 this is the value 0, as we saw. A higher value of the form S(S + 1) does not in general show that the state has spin S. Take four open shells, two alpha and two beta. What is the mean?

**Q:** M = 0 and n = 4, so it is 2. That would be a triplet.

**A:** Look at the spread. S² is Hermitian, so ⟨(S²)²⟩ = ‖S²D‖². The ab determinants D_pq are normalized, and they differ from D and from each other in which spin orbitals are occupied, so they are all orthogonal. Therefore

⟨(S²)²⟩ = (M² + n/2)² + ab,

and subtracting the square of the mean leaves

variance of S² = ab.

Here it is 2 × 2 = 4, while a pure triplet would have zero.

The possible spins are S = 0, 1 and 2. There is no higher one, because S₊ can act twice before no open beta electron remains, and a third application gives zero. A part with S = 3 or more and M = 0 would survive three raisings. Let w₀, w₁ and w₂ be the weights. The total weight, the mean of S² and the mean of its square, 2² + 4 = 8, give

w₀ + w₁ + w₂ = 1,
2w₁ + 6w₂ = 2,
4w₁ + 36w₂ = 8.

The second equation gives w₁ = 1 − 3w₂. Put this into the third:

4 − 12w₂ + 36w₂ = 8, so w₂ = 4/24 = 1/6.

Then w₁ = 1/2 and w₀ = 1/3. Half of the state is triplet, a third is singlet and a sixth is quintet. The average happens to fall on the triplet value.

**Q:** Is there any open-shell determinant with a pure spin?

**A:** Yes, when the variance ab is zero. A vanishing variance means that S²D equals the mean times D, so this condition is both necessary and sufficient. Either a or b must be zero, so all the open shells must be parallel. Then |M| = n/2, and

M² + n/2 = |M|² + |M| = |M|(|M| + 1),

which is a pure state with S = |M|. Two parallel open shells give |M| = 1 and ⟨S²⟩ = 1 + 1 = 2 with no spread: a true triplet. It has the same mean as the four-shell determinant, but a different state of spin.

**Q:** Does it matter in practice? If I call the 1α 2β determinant a singlet, I have the right orbitals occupied, and the energy should be about right.

**A:** Its energy is that of the mixture. Let me take two electrons, real orthonormal orbitals φ₁ and φ₂, and a Hamiltonian without spin terms,

H = h(1) + h(2) + 1/r₁₂,

in atomic units, where h is the kinetic energy plus the attraction to the nucleus. Write the two ways of placing the electrons as

A = φ₁(1)φ₂(2), B = φ₂(1)φ₁(2).

The singlet spin function is antisymmetric, so its spatial partner is symmetric, (A + B)/√2. The triplet has (A − B)/√2. The matrix elements are

⟨A|H|A⟩ = ⟨B|H|B⟩ = h₁₁ + h₂₂ + J,
⟨A|H|B⟩ = K.

Here J is the Coulomb repulsion between the densities φ₁² and φ₂², and K is the exchange integral, the repulsion of the product density φ₁φ₂ with itself. The one-electron terms drop out of the second line because φ₁ and φ₂ are orthogonal. Expanding the two means gives

E_S = h₁₁ + h₂₂ + J + K,
E_T = h₁₁ + h₂₂ + J − K.

**Q:** And the determinant lies between them?

**A:** Halfway. From D₁ = (T + Σ)/√2,

E_D = (E_T + E_S)/2 + Re⟨T|H|Σ⟩.

A Hamiltonian without spin terms commutes with S², so it does not connect T with Σ, and the last term is zero. Hence

E_D = (E_S + E_T)/2 = h₁₁ + h₂₂ + J.

K is positive, being the electrostatic self-energy of a charge density that is not zero everywhere. The determinant therefore lies below the singlet by K and above the triplet by K. With spin–orbit coupling, H no longer commutes with S², and this reason for dropping the cross term fails. Inserting T and Σ shows that the term equals half the difference between the energies of D₁ and D₂. For real orbitals it is still zero, because time reversal turns D₁ into D₂ up to a sign and leaves H unchanged. For complex orbitals that carry different orbital angular momentum about z, it need not vanish. The formula for ⟨S²⟩ would still hold for this determinant, since it concerns the state and not H. It does assume that each orbital is purely alpha or purely beta. Orbitals optimized with spin–orbit coupling generally mix the two spins, and the formula does not cover a determinant built from those.

**Q:** Give me a size for K in a real atom.

**A:** Take free helium in the configuration 1s2s. I use orbitals from a Hartree–Fock calculation on the triplet with both electrons alpha, expanded in 13 s-type Gaussians. Their exponents start at 0.015 bohr⁻² and grow by a factor of 2.4 each time. The two orbitals are the occupied eigenfunctions of the alpha Fock operator, and I keep them fixed for every state. In hartree, the integrals are

h₁₁ = −1.99994, h₂₂ = −0.44323,
J = 0.28305, K = 0.01407.

The determinant 1sα 2sβ has the energy

E_D = −1.99994 − 0.44323 + 0.28305 = −2.16012 hartree.

The two pure states are at

E_S = −2.16012 + 0.01407 = −2.14605 hartree,
E_T = −2.16012 − 0.01407 = −2.17419 hartree.

The last digit of these energies depends on the basis: with 28 s-type Gaussians, h₁₁ drops by 0.00005 hartree and the three total energies by 0.00006 hartree, while h₂₂, J and K keep the values shown. Calling the determinant a singlet puts it 0.01407 hartree, or 0.38 eV, below the singlet built from the same orbitals. The whole singlet–triplet gap in this model is 2K = 0.02814 hartree, or 0.77 eV. If you subtract the triplet energy from the determinant energy and call the result the gap, you get half of it.

**Q:** Half is easy to repair. I can double it.

**A:** For two open shells and fixed orbitals, yes. Solving the halfway relation for the singlet gives

E_S = 2E_D − E_T = −4.32024 + 2.17419 = −2.14605 hartree.

The condition of fixed orbitals matters. If you mix 1s and 2s by a rotation, A − B does not change, because it is a two-by-two determinant of the orbitals. The triplet energy stays the same. But A + B picks up terms with both electrons in the same orbital, so E_S and E_D can change, and K with them. In the helium example a rotation by only 0.05 radian takes K from 0.014 hartree to 0.006 in one sense and to 0.026 in the other. That is why I had to say which 1s and 2s I meant.

The 0.77 eV is also a model value and not a prediction of the measured gap. It leaves out the mixing of both states with other configurations. That mixing covers electron correlation, the adjustment of the orbitals to the singlet, and the coupling of the singlet to 1s².

**Q:** What if my program uses different orbitals for the two spins? Can I still count open shells?

**A:** No, because an orbital can then be partly shared. Go back to the formula with the overlaps. For one alpha and one beta electron whose orbitals have overlap s, M = 0 and N = 2, so

⟨S²⟩ = 1 − |s|².

For s = 0.8 this is 1 − 0.64 = 0.36. Two electrons can have S = 0 or 1, and the triplet contributes 2 times its weight, so the triplet weight is 0.36/2 = 0.18. As |s| goes to 1 the orbitals coincide and you recover the closed-shell singlet. At s = 0 you have two separate open shells, with the mean of 1 found before. This is what happens if the two electrons of a stretched bond are placed on different, distant atoms.

**Q:** So with different orbitals for the two spins I never have a pure singlet?

**A:** You can, if the difference is superficial. With M = 0, the mean vanishes when

Σ_ij |⟨φ_i|χ_j⟩|² = N/2 = Nβ.

For each j the sum over i is at most 1, and it equals 1 when χ_j lies wholly in the space spanned by the φ's. So every beta orbital must lie in the occupied alpha space. The two spaces have equal dimension, so they are the same space. The individual orbitals may still differ. Mixing the occupied beta orbitals among themselves by a unitary matrix multiplies the determinant by a phase, and you can use that freedom to make them match the alpha orbitals one by one. The state is then an ordinary closed shell.

**Q:** Then what I should have asked about my determinant is whether its alpha and beta electrons fill the same space, and not whether there are equally many of them.

**A:** Yes. Equal numbers are part of that condition, since two equal spaces have equal dimensions. But equal numbers can also fill different spaces, and then the determinant contains higher spins.
